# Oxygen relaxation of a well-mixed film beneath a permeable cap

## Problem

An amorphous oxide semiconductor film of thickness $L$ lies on an impermeable substrate and is covered by a cap of thickness $d$. The film can take up or lose oxygen only through the cap. At time zero the oxygen activity of the ambient is changed to a new constant value. How does the oxygen content of the film approach its new equilibrium, and with what relaxation time?

Oxygen crosses the cap as a neutral species, or as an electrically balanced pair, with chemical diffusivity $D$. Concentrations count exchangeable oxygen atoms per volume. Where cap and film meet, they are in local equilibrium,

$$c_{\rm cap}=s\,c_{\rm film},$$

with a constant cap-to-film partition ratio $s$. If the film takes up oxygen by filling vacancies, its oxygen deficit is also its excess of vacancies, so both relax together.

Take $L=40$ nm, $d=10$ nm, $s=0.01$ and $D=1\times10^{-13}$ cm²/s at an anneal temperature of 623 K. These are rough, round values for a capped oxide transistor channel and stand for no particular material. Find the relaxation time and the relaxed fraction after 3600 s, and judge the approximations.

## First estimate by scaling

Let the film be short of its final concentration by $u$. Per unit area it must gain an amount $Lu$. By the partition rule, the concentration difference across the cap is $su$, not $u$, so the flux is of order $D\,su/d$. The time is the amount divided by the flux:

$$t\sim\frac{Lu}{D\,su/d}=\frac{Ld}{sD}.$$

With lengths in cm, this is $(4\times10^{-6})(1\times10^{-6})/(0.01\times10^{-13})$ s $=4000$ s. A small $s$ slows the exchange because the film must gain much oxygen while the cap can carry only a small concentration difference.

The estimate leaves open the numerical prefactor, the shape of the decay and the conditions for its use.

## Solution

### Quasi-steady cap

Let $x$ run from the outer surface, $x=0$, to the film, $x=d$. Let $c_{\rm eq}$ be the final film concentration and $u(t)=c_{\rm eq}-c_{\rm film}(t)$ the deficit, which is negative if the film loses oxygen. Assume for now that the film is uniform and that the outer surface equilibrates at once with the ambient. The cap then has the boundary values

$$c(0)=s\,c_{\rm eq},\qquad c(d)=s(c_{\rm eq}-u).$$

If the cap stores little oxygen compared with the film, its profile adjusts long before $u$ changes appreciably. The time derivative in the diffusion equation can then be dropped, leaving $D\,c''=0$. The solution is a straight line:

$$c(x)=s\,c_{\rm eq}-s\,u\,\frac{x}{d}.$$

The flux towards the film is $J=-D\,c'=sDu/d$. Since $c_{\rm eq}$ is constant, the oxygen balance of the film, $L\,dc_{\rm film}/dt=J$, becomes

$$L\frac{du}{dt}=-\frac{sD}{d}\,u .$$

Hence

$$u(t)=u(0)\,e^{-t/\tau},\qquad \boxed{\tau=\frac{Ld}{sD}} .$$

The time is the product of the film's capacity $L$ and the cap's resistance $d/(sD)$, just as for a capacitor charged through a resistor.

### The cap with its own storage

To find when the straight profile is justified, restore the time derivative. Let $v(x,t)=s\,c_{\rm eq}-c(x,t)$ be the deficit in the cap. It obeys

$$\frac{\partial v}{\partial t}=D\frac{\partial^2 v}{\partial x^2},\qquad v(0,t)=0,\qquad v(d,t)=s\,u(t).$$

The flux is now $J=D\,\partial v/\partial x$, so the film balance reads $-L\,du/dt=D\,\partial v/\partial x$ at $x=d$. A decaying mode that vanishes at the outer surface is

$$v=A\sin\!\left(\frac{\beta x}{d}\right)e^{-\beta^2Dt/d^2},\qquad u=\frac{A\sin\beta}{s}\,e^{-\beta^2Dt/d^2}.$$

Inserting both into the balance gives

$$L\,\frac{\beta^2D}{d^2}\,\frac{\sin\beta}{s}=D\,\frac{\beta}{d}\cos\beta .$$

Multiplying by $sd^2/(LD\beta\cos\beta)$ yields

$$\beta\tan\beta=\varepsilon,\qquad \varepsilon=\frac{sd}{L}.$$

The number $\varepsilon$ is the ratio of the oxygen capacities of cap and film. The slowest mode has the smallest positive root, between $0$ and $\pi/2$, and its decay time is $\tau_1=d^2/(D\beta^2)$.

For small $\varepsilon$, write the condition as $1/\varepsilon=\cot\beta/\beta$ and use $\cot\beta=1/\beta-\beta/3-\beta^3/45-\dots$:

$$\frac1\varepsilon=\frac1{\beta^2}-\frac13-\frac{\beta^2}{45}-\dots$$

Solving for $1/\beta^2$ and multiplying by $d^2/D$ gives, since $d^2/(D\varepsilon)=Ld/(sD)$,

$$\tau_1=\frac{Ld}{sD}+\frac{d^2}{3D}+\dots$$

The omitted terms are smaller than the second by a factor of order $\varepsilon$. For a uniform film and a fast outer surface, the condition for the quasi-steady law is therefore $sd\ll L$. A geometrically thin cap, $d\ll L$, is neither necessary nor sufficient.

In the opposite limit, $\varepsilon\gg1$, the root tends to $\pi/2$ and

$$\tau_1\to\frac{4d^2}{\pi^2D}.$$

The cap now holds most of the oxygen, and the film merely follows it. Keeping $L$, $d$ and $D$ but setting $s=200$ gives $\varepsilon=50$. The quasi-steady formula would then give 0.20 s, while the slowest mode takes 4.22 s, close to the limiting value of 4.05 s.

### Film diffusion and surface exchange

Now drop two more assumptions, the uniform film and the fast outer surface, but keep local equilibrium where cap and film meet. Let oxygen diffuse in the film with diffusivity $D_{\rm film}$, and let the flux entering the cap be $k\,v(0,t)$, where $k$ is the surface exchange coefficient. The film deficit $u(x,t)$ now depends on position, with the film occupying $d<x<d+L$.

A suitable measure of the whole relaxation is the area $T$ under the film-averaged deficit curve, divided by the initial deficit. For a pure exponential, $T$ equals the decay time. Suppose that the film starts with a uniform deficit $u_0$ and the cap starts in equilibrium with it, at $v=su_0$. Define

$$W(x)=\int_0^\infty\frac{v}{u_0}\,dt,\qquad U(x)=\int_0^\infty\frac{u}{u_0}\,dt .$$

All deficits end at zero, so integrating the two diffusion equations over time gives

$$D\,W''=-s,\qquad D_{\rm film}U''=-1 .$$

No oxygen crosses the substrate, so $U'(d+L)=0$ and

$$D_{\rm film}U'(x)=d+L-x .$$

At $x=d$ this equals $L$. The flux is continuous there, so $D\,W'(d)=L$, and integration back into the cap gives

$$D\,W'(x)=L+s(d-x).$$

At the outer surface $kW(0)=D\,W'(0)$, hence $W(0)=(L+sd)/k$. Integrating $W'$ across the cap,

$$W(d)=\frac{L+sd}{k}+\frac{Ld}{D}+\frac{sd^2}{2D}.$$

The partition rule gives $U(d)=W(d)/s$. With $y=x-d$, the film profile is

$$U=U(d)+\frac{Ly-y^2/2}{D_{\rm film}} .$$

The average of $Ly-y^2/2$ over $0<y<L$ is $L^2/2-L^2/6=L^2/3$. Therefore

$$T=\frac{Ld}{sD}+\frac{d^2}{2D}+\frac{L^2}{3D_{\rm film}}+\frac{L}{sk}+\frac dk .$$

Within this linear model the formula holds for any size of the terms. The first is $\tau$; the others come from cap storage, film diffusion and surface exchange. The cap-storage term here is $d^2/(2D)$ rather than $d^2/(3D)$ because the area also counts the initial delay: at first the cap is in equilibrium with the film and delivers no flux to it.

## Comparison

The quasi-steady solution confirms the scaling estimate with a prefactor of one, and adds that the decay is exponential. For the example,

$$\tau=4000\ \text{s}=1.11\ \text{h}.$$

After 3600 s the relaxed fraction is $1-e^{-0.9}=0.593$. Relaxation by 90 % takes $\tau\ln10=9210$ s.

Cap storage hardly matters here: $\varepsilon=0.01\times10/40=0.0025$ and $d^2/D=10$ s, so the slowest time is 4003 s. For the other corrections, take $D_{\rm film}=5\times10^{-14}$ cm²/s and $k=20$ nm/s, again as model values. The additions to $\tau$ are then:

- cap storage, $d^2/(2D)=5$ s;
- diffusion in the film, $L^2/(3D_{\rm film})=107$ s;
- surface exchange, $L/(sk)=40/(0.01\times20)=200$ s;
- surface exchange for the cap's own store, $d/k=0.5$ s.

They bring $T$ to 4312 s, which is 7.8 % above $\tau$. Solving the same two-layer diffusion problem numerically, with 200 finite-volume cells per layer, gives a slowest decay time of 4311 s and a relaxed fraction of 0.566 after 3600 s.

### A film whose sites fill up

For a small step a constant $s$ is adequate, provided that it is the slope $dc_{\rm cap}/dc_{\rm film}$ at equilibrium; the ratio of the total concentrations can differ from it. For a larger step, suppose that the film has $N$ fillable sites per volume, with occupied fraction

$$\theta=\frac{a}{a+h},$$

where $a$ is the cap concentration at the interface and $h$ its value at half filling. This law is for a species that fills a single site; for molecular oxygen, which splits and fills two, $a/h$ would be replaced by its square root. In the single-site case, $a=h\theta/(1-\theta)$. Let the final state be $\theta=1/2$, so that the outer surface is held at $a=h$. The partition ratio for small changes is the slope there:

$$s=\frac{da}{d(N\theta)}=\frac{h}{N(1-\theta)^2}=\frac{4h}{N}.$$

The quasi-steady balance is

$$NL\frac{d\theta}{dt}=\frac Dd\left(h-\frac{h\theta}{1-\theta}\right)=\frac{Dh}{d}\,\frac{1-2\theta}{1-\theta}.$$

With $\delta=1/2-\theta$, the last fraction is $2\delta/(1/2+\delta)=4\delta/(1+2\delta)$. Dividing by $NL$ and using $4h/N=s$,

$$\tau\frac{d\delta}{dt}=-\frac{\delta}{1+2\delta}.$$

Separating variables and integrating from $\delta_0$ gives

$$\frac t\tau=\ln\frac{\delta_0}{\delta}+2(\delta_0-\delta).$$

The deficit has fallen to $\delta_0/e$ after $t=\tau[1+2\delta_0(1-1/e)]$. Let $a$ at the outer surface be proportional to the ambient activity. Doubling the activity to reach the final state means starting from $a=h/2$, so $\theta=1/3$ and $\delta_0=1/6$; the time is 4843 s. Halving it means starting from $a=2h$, so $\delta_0=-1/6$; the time is 3157 s. For this factor-two step to half filling, the $1/e$ time is longer for filling and shorter for emptying than the linear law by 21 % of $\tau$, while the last part of either decay still has time constant $\tau$. The size depends on the final filling: for a general final $\theta_f$ the same steps give $t=\tau[1+\delta_0(1-1/e)/(1-\theta_f)]$, with $\tau$ taken from the slope at $\theta_f$, which is $+3$ % and $-6$ % at $\theta_f=0.1$ and $+52$ % and $-30$ % at $\theta_f=0.9$. The single-site law is a model: it leaves out the electrons that vacancies donate in an oxide semiconductor, which change the uptake law of a real film.

### The real device

A channel some tens of nanometres thick is typical of oxide thin-film transistors, but a 10 nm cap is thin beside many passivation layers. With the other parameters fixed, $\tau$ grows in proportion to $d$. The values of $s$ and $D$ depend strongly on the cap material and its deposition, and $\tau$ inherits the uncertainty of their product. Temperature matters too. If the product $sD$ has an activation energy of 1.2 eV, an assumed value, an anneal 10 K cooler has $\tau=5760$ s and one 10 K hotter has 2810 s. Extrapolated to use at 350 K, the same law gives roughly 5000 years. This assumes that the cap is still the slowest step at 350 K; with the example values, film diffusion would take over if $D_{\rm film}$ had an activation energy above about 1.45 eV, and surface exchange if $sk$ had one above about 1.4 eV. It concerns permeation through an intact cap and is no prediction of device life. Pinholes and exposed edges break the assumption of an intact cap: during one $\tau$ at the anneal temperature, oxygen spreads sideways in the film by about $\sqrt{D_{\rm film}\tau}=141$ nm. This reach grows as the square root of time, so the one-dimensional result is safe only for regions several reaches away from such openings at the time considered. Near a straight exposed edge the deficit is about half the one-dimensional value at one reach and comes within 5 % of it beyond about 2.8 reaches.

Numerical values quoted here were computed with a short program.
